# Mean electrostatic potential of a crystal of neutral spherical charge densities

## A point charge inside a shell

Put a point charge $q$ at the centre of a thin spherical shell of radius $a$ that carries the charge $-q$. Outside the shell the enclosed charge is zero, so the field vanishes, and the potential is zero there if it is zero at infinity. Inside, the potential is that of the point charge plus a constant that makes it continuous at $r=a$:

$$\phi_1(r)=\frac{q}{4\pi\varepsilon_0}\left(\frac1r-\frac1a\right)\quad(r<a),\qquad \phi_1(r)=0\quad(r>a).$$

Its integral over space is

$$\int\phi_1\,d^3r=\frac{q}{\varepsilon_0}\int_0^a\left(r-\frac{r^2}{a}\right)dr=\frac{q}{\varepsilon_0}\left(\frac{a^2}{2}-\frac{a^2}{3}\right)=\frac{qa^2}{6\varepsilon_0}.$$

Now build a large finite crystal from such units, one per cell of volume $V$. Each unit adds nothing outside its own shell, so the space around the crystal is at zero potential. Inside, each cell receives in total the integral of one unit's potential, and the mean is $\bar\phi=qa^2/(6\varepsilon_0V)$.

The point charge sits at $r=0$ and does not contribute to the second moment $M=\int\rho r^2d^3r$, which is therefore $-qa^2$. Hence

$$\boxed{\;\bar\phi=-\frac{1}{6\varepsilon_0V}\int\rho\,r^2\,d^3r\;}\tag{1}$$

In Gaussian units $1/(4\pi\varepsilon_0)$ becomes 1, so $1/\varepsilon_0$ becomes $4\pi$ and the prefactor becomes $-4\pi/(6V)=-2\pi/(3V)$.

For $q>0$ the mean is positive. The field points outward between the centre and the shell, so the potential rises on the way in. An electron has energy $-e\phi$, and its mean electrostatic energy in the crystal lies below the vacuum value.

## What is averaged, and what vacuum means

Let $\rho(\mathbf r)$ be the charge density of one unit, nuclei included. It is neutral and spherically symmetric, and $\int|\rho|r^2d^3r$ is finite. Units may overlap. The integral in (1) runs over all space for one unit; it is not the integral of the summed density over one cell.

The potential of a finite crystal with sites $\mathbf R$ is $\phi(\mathbf r)=\sum_{\mathbf R}\phi_1(\mathbf r-\mathbf R)$, with $\phi_1\to0$ at infinity. Average it over a cell $C$ deep inside and substitute $\mathbf s=\mathbf r-\mathbf R$ in each term:

$$\bar\phi=\frac1V\sum_{\mathbf R}\int_C\phi_1(\mathbf r-\mathbf R)\,d^3r=\frac1V\int_\Omega\phi_1(\mathbf s)\,d^3s.\tag{2}$$

The shifted cells $C-\mathbf R$ fit together without gaps into a region $\Omega$. It has the shape of the sample, inverted through the central cell. If $\phi_1$ is absolutely integrable, the integral tends to the same limit however $\Omega$ grows to fill space, and the shape of the crystal drops out.

## First derivation: Gauss's law

Let $q(r)$ be the charge inside radius $r$. Away from a point nucleus, $q'(r)=4\pi r^2\rho(r)$. Gauss's law gives

$$\phi_1'(r)=-\frac{q(r)}{4\pi\varepsilon_0r^2}.\tag{3}$$

Integrate the potential over space by parts, with $4\pi r^2$ as the derivative of $4\pi r^3/3$:

$$\int_0^\infty4\pi r^2\phi_1\,dr=\left[\frac{4\pi r^3}{3}\phi_1\right]_0^\infty-\frac{4\pi}{3}\int_0^\infty r^3\phi_1'\,dr=\frac{1}{3\varepsilon_0}\int_0^\infty r\,q(r)\,dr.\tag{4}$$

The minus sign of (3) has cancelled the one from the integration by parts. A second integration by parts gives

$$\frac{1}{3\varepsilon_0}\int_0^\infty r\,q\,dr=\frac{1}{3\varepsilon_0}\left(\left[\frac{r^2q}{2}\right]_0^\infty-\frac12\int_0^\infty r^2q'\,dr\right)=-\frac{1}{6\varepsilon_0}\int\rho\,r^2\,d^3r.\tag{5}$$

Division by $V$ gives (1).

The boundary terms need a reason. Near a point nucleus $\phi_1$ grows as $1/r$ and $q$ stays finite, so $r^3\phi_1$ and $r^2q$ vanish at the origin. At large $r$, neutrality allows the enclosed charge to be written as minus the charge outside, $q(r)=-\int_r^\infty4\pi s^2\rho\,ds$. Since $s\ge r$ in this integral,

$$r^2|q(r)|\le T(r),\qquad T(r)=\int_r^\infty4\pi s^4|\rho(s)|\,ds.$$

$T(r)$ is the tail of a convergent integral and tends to zero. The potential then obeys

$$|\phi_1(r)|\le\int_r^\infty\frac{|q(s)|}{4\pi\varepsilon_0s^2}\,ds\le\frac{T(r)}{4\pi\varepsilon_0}\int_r^\infty\frac{ds}{s^4}=\frac{T(r)}{12\pi\varepsilon_0r^3},$$

so $r^3\phi_1\to0$ as well.

Absolute integrability follows in the same way. Insert the first bound on $|\phi_1|$ and exchange the order of integration:

$$\int_0^\infty4\pi r^2|\phi_1|\,dr\le\frac1{3\varepsilon_0}\int_0^\infty s|q(s)|\,ds\le\frac{1}{6\varepsilon_0}\int|\rho|\,r^2\,d^3r.$$

The last step uses $|q(s)|\le\int_s^\infty4\pi t^2|\rho|\,dt$ and $\int_0^ts\,ds=t^2/2$. The finite second moment is thus enough to make (2) independent of the sample's shape.

## Second derivation: the limit of long waves

The potential of the infinite lattice can be written as $\sum_{\mathbf G}c_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$, where $\mathbf G$ runs over the reciprocal lattice. The unfolding used in (2), together with $e^{-i\mathbf G\cdot\mathbf R}=1$, gives

$$c_{\mathbf G}=\frac1V\tilde\phi(\mathbf G),\qquad\tilde\phi(\mathbf k)=\int\phi_1(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}d^3r.$$

The mean is $c_0=\tilde\phi(0)/V$. Poisson's equation $-\varepsilon_0\nabla^2\phi_1=\rho$ becomes $\varepsilon_0k^2\tilde\phi=\tilde\rho$. At $k=0$ it reads $0=0$ and says nothing, so $\tilde\phi(0)$ has to be found as a limit. The limit equals the value at zero because the transform of an absolutely integrable function is continuous.

For a spherical density, the average of $e^{-i\mathbf k\cdot\mathbf r}$ over directions is $\sin(kr)/(kr)$. Subtract the total charge, which is zero:

$$\frac{\tilde\rho(k)}{k^2}=\int\rho(r)\,\frac{1}{k^2}\left[\frac{\sin kr}{kr}-1\right]d^3r.$$

Since $\sin x/x=1-x^2/6+\dots$, the factor multiplying $\rho$ tends to $-r^2/6$. Its magnitude never exceeds $r^2/6$, so the finite second moment permits the limit to be taken under the integral:

$$\tilde\phi(0)=\lim_{k\to0}\frac{\tilde\rho(k)}{\varepsilon_0k^2}=-\frac{1}{6\varepsilon_0}\int\rho\,r^2\,d^3r.\tag{6}$$

The factor $1/6$ came from two integrations by parts before; here it is the curvature of $\sin x/x$ at the origin.

## What each derivation assumes

Both need neutrality. Without it, $q(r)$ tends to a constant and the integral in (4) diverges; in the second derivation $\tilde\rho/k^2$ diverges as $1/k^2$. Both need the finite second moment. The first refers throughout to a finite crystal, so its zero of potential is visible. The second treats the infinite lattice, and the zero enters through $\phi_1$, which must vanish at infinity. It also borrows the integrability of $\phi_1$ from the first, unless the density ends at a finite radius, in which case $\phi_1$ ends there too.

The second route shows why the periodic density alone does not fix the mean. That density is determined by $\tilde\rho(\mathbf G)$ at reciprocal lattice vectors, whereas (6) needs the curvature of $\tilde\rho$ at $k=0$. Add to each unit a spherical density whose transform is $k^2b(k)$, with $b$ smooth and zero for all $k$ beyond the shortest nonzero $|\mathbf G|$. In the infinite lattice these additions cancel everywhere. In a finite crystal they leave charge near the surface, and $\bar\phi$ changes by $b(0)/(\varepsilon_0V)$. The mean relative to vacuum therefore contains information about how the crystal ends, and (1) applies to a crystal that ends in whole units.

A numerical case shows the size of the missing constant. Take a cubic cell of edge 0.5 nm and a unit made of Gaussian charges $+e$ and $-e$ on the same centre, with standard deviations 0.075 and 0.125 nm along each axis. Then $M=3e(0.075^2-0.125^2)\,\mathrm{nm^2}=-0.0300\,e\,\mathrm{nm^2}$. With $e/\varepsilon_0=18.095$ V nm and $V=0.125\ \mathrm{nm^3}$,

$$\bar\phi=\frac{18.095\times0.0300}{6\times0.125}\ \mathrm V=0.724\ \mathrm V.$$

A plane-wave sum without its $\mathbf G=0$ term has zero mean. Subtracted from the potential summed directly over the units, it leaves 0.724 V at each of two different points in the cell.

## Units that are not spherical

Molecules can have second moments $Q_{ij}=\int\rho\,r_ir_j\,d^3r$ that differ between directions. For a neutral unit without dipole, the expansion of $e^{-i\mathbf k\cdot\mathbf r}$ starts at second order, and

$$\frac{\tilde\rho(\mathbf k)}{\varepsilon_0k^2}\to-\frac{1}{2\varepsilon_0}\sum_{ij}\hat k_i\hat k_jQ_{ij}.$$

The limit depends on the direction of approach. In real space, a quadrupole potential falls as $1/r^3$, its integral is not absolutely convergent, and (2) depends on the sample's shape.

For a slab much wider than it is thick, take $z$ along the normal and average over the plane. A layer with one unit per area $A$ has the averaged potential $u(z)$, which obeys $\varepsilon_0u''=-\lambda/A$ with $\lambda(z)=\int\rho\,dx\,dy$. Neutrality makes $u'$ vanish on both sides of the layer, and the absence of a dipole makes $u$ vanish on both sides. Two integrations by parts, now without boundary terms, give

$$\int u\,dz=\int\frac{z^2}{2}u''\,dz=-\frac{1}{2\varepsilon_0A}\int z^2\lambda\,dz=-\frac{Q_{zz}}{2\varepsilon_0A}.$$

Layers a distance $d$ apart give the mean $\int u\,dz/d$, and $Ad=V$. For a face with normal $\mathbf n$,

$$\bar\phi_{\mathbf n}=-\frac{Q_{nn}}{2\varepsilon_0V}.\tag{7}$$

A spherical unit has $Q_{nn}=M/3$ for every $\mathbf n$, and (7) returns (1). For other units, the average of (7) over three perpendicular normals is $-\mathrm{Tr}\,Q/(6\varepsilon_0V)$. This is (1) applied to the density averaged over all orientations, because that averaging leaves $\int\rho r^2d^3r$ unchanged.

The face can decide even the sign. In the same cubic cell, place Gaussian charges $+e$ at $z=\pm0.15$ nm (width 0.075 nm) and $-2e$ at the centre (width 0.125 nm). Then $Q_{zz}=0.0250$ and $Q_{xx}=Q_{yy}=-0.0200\,e\,\mathrm{nm^2}$. Equation (7) gives $-1.81$ V for a slab with normal $z$ and $+1.45$ V for one with normal $x$. Direct sums over slabs three cells thick, 21 and 41 cells wide and extrapolated linearly in the inverse width, give the same two values to these digits.

If the unit has a dipole along the normal, $u$ differs on the two sides of each layer. The two faces then have different vacuum levels, and no single mean relative to vacuum exists.

## Benzene

Benzene is the single ring from which the acenes are built by fusion in a row. The model takes a planar hexagonal molecule with C–C and C–H distances of 0.139 and 0.108 nm, and a rough crystal volume of 0.125 nm³ per molecule.

The simplest estimate superposes free atoms. Moving the origin by $\mathbf b$ changes $\int\rho r^2d^3r$ by $-2\mathbf b\cdot\mathbf p+b^2q_{\rm tot}$, where $\mathbf p$ is the dipole and $q_{\rm tot}$ the total charge. Both vanish for a free atom, so each atom contributes its own second moment wherever it sits. Unrestricted Hartree–Fock calculations in the aug-cc-pVDZ basis give $-0.0388\,e\,\mathrm{nm^2}$ for carbon and $-0.0085\,e\,\mathrm{nm^2}$ for hydrogen. The open-shell carbon atom is not spherical, but its average over orientations is, with the same second moment. Six atoms of each kind give $-0.2837\,e\,\mathrm{nm^2}$, and

$$\bar\phi_{\rm atoms}=\frac{18.095\times0.2837}{0.750}\ \mathrm V=6.84\ \mathrm V.$$

For the real molecular density, density-fitted restricted Hartree–Fock in the same basis gives $Q_{xx}=Q_{yy}=-0.0667$ and $Q_{zz}=-0.0857\,e\,\mathrm{nm^2}$, with $z$ normal to the ring. The trace is $-0.2190\,e\,\mathrm{nm^2}$, so the orientation average is

$$\bar\phi=\frac{18.095\times0.2190}{0.750}\ \mathrm V=5.28\ \mathrm V,$$

or 0.0176 statvolt. This is 1.56 V, or 23 %, below the free-atom value. The nuclei stand at the same places in both estimates and the number of electrons is the same. The difference therefore means that the electrons of the molecule lie closer to its centre, in the mean square, than those of the superposed atoms.

Now let all molecules be parallel. At a face on which they lie flat, the normal is $z$; at a face on which they stand edge-on, it lies in the ring plane. With the density and volume held fixed, (7) gives 6.20 V for the flat face and 4.83 V for the edge-on face. Their difference is

$$\Delta\bar\phi=\frac{18.095\times0.0190}{2\times0.125}\ \mathrm V=1.38\ \mathrm V.$$

Both faces bound the same bulk. Every bulk electron level therefore lies 1.38 eV deeper below the vacuum outside the flat face than below that outside the edge-on face. In this model the ionization energy of the bulk states differs by that amount, before any response of the surface.

## How far the numbers can be trusted

The orientation average changes by $-0.04$ V when the basis is replaced by def2-TZVP, and the difference between the faces becomes 1.36 V. With def2-TZVPD, which adds diffuse functions, the average changes by $-0.02$ V and the difference becomes 1.32 V, so the choice of basis moves the 1.38 V by about 0.06 V. The free-atom mean falls by 0.04 V when carbon is treated in aug-cc-pVTZ and hydrogen exactly. In the smaller cc-pVDZ basis, replacing Hartree–Fock by the PBE0 functional shifts the average by $-0.09$ V. This is a net shift: the changed exchange alone raises the average by 0.07 V, and the correlation part of the functional lowers it by 0.16 V. Each of these shifts is about a tenth or less of the 1.56 V between free atoms and molecule. The functional changes the free atoms too, however. With PBE0 in aug-cc-pVDZ for both, the free-atom mean rises by 0.13 V, the molecular mean falls by 0.09 V, and the 1.56 V between them becomes about 1.78 V. The difference between the faces falls from 1.38 to 1.21 V. Both differences thus depend on the electronic-structure method at the level of 0.2 V, more than on the basis. The volume enters as $1/V$, so an error of 1 % in it changes every mean by about 1 %.

Equation (7) leaves out the dipoles that the crystal's quadrupole field induces near the surface. For the flat face, an estimate replaces each molecule by a point quadrupole on a cubic lattice of spacing 0.5 nm. Six layers below the top one then produce a field $E\approx-0.47$ V/nm at a top molecule, counted positive outward. A Hartree–Fock calculation in a weak applied field gives the polarizability volume $\alpha=0.00670\ \mathrm{nm^3}$ along the ring normal. Equal dipoles in the top layer oppose one another through the lattice sum $S=\sum r^{-3}\approx72\ \mathrm{nm^{-3}}$. With $e/(4\pi\varepsilon_0)=1.440$ V nm,

$$\frac pe=\frac{\alpha E}{1.440\ \mathrm{V\,nm}\,(1+\alpha S)}=-0.0015\ \mathrm{nm}.$$

The dipoles point inward and raise the interior by $|p|/(\varepsilon_0A)=18.095\times0.0015/0.25\approx0.11$ V. Only the sign of this number is reliable. The hydrogen nuclei span 0.494 nm, as much as the assumed spacing, so flat molecules would overlap on this lattice and a point quadrupole represents them poorly. With the full Hartree–Fock density in place of the point quadrupoles, the field on the same lattice is $-0.10$ V/nm at the ring centre and $-0.04$ V/nm averaged over the carbon positions, and the shift drops to 0.01–0.02 V. For hexagonal layers stacked 0.35 nm apart with the same volume per molecule, the full density gives 0.12–0.21 V. The shift thus lies between about 0.01 and 0.2 V, depending on the packing. The edge-on face was not estimated, and the correction to the difference between faces remains open. Charge redistribution between molecules in the bulk is also left out.

The assumption that real benzene breaks most plainly is parallel packing. At ordinary pressure benzene is solid below roughly 280 K, and its crystal contains molecules in several orientations. If a ring normal makes the angle $\theta$ with the face normal, $Q_{nn}=Q_{xx}+(Q_{zz}-Q_{xx})\cos^2\theta$. Averaged over the molecules in the cell,

$$\bar\phi_{\mathbf n}=\left(4.83+1.38\,\langle\cos^2\theta\rangle\right)\mathrm V.$$

Two faces whose $\langle\cos^2\theta\rangle$ differ by 0.3 then differ by 0.41 V instead of 1.38 V. Films of acenes and other rod-like semiconductors show ionization energies that depend on orientation by roughly half an electronvolt. The parallel model of benzene exceeds that size. Mixed orientations reduce the difference, by an amount that depends on the packing and on the two faces; the value 0.3 above is only an illustration. Benzene itself has a wide gap and is not a device material; it serves here as a small model for the larger molecules.
